# Equivalent Threshold of Parallel Channel Strips with Gaussian Threshold Spread, part 2

A transistor with many parallel channels (strips, such as fins) under one metal gate has a different threshold in each, because the work function varies between gate grains. We seek the common threshold $V_{\rm eff}$ of identical strips that carry the same mean current at the same gate voltage $V_g$. The algebra is in atomic units (elementary charge, electron mass and $\hbar$ equal 1); numerical values are in volts, millivolts and electronvolts.

Strip $i$ has threshold $V_i=\mu+v_i$, where $v$ is Gaussian with mean zero and standard deviation $s$. Angle brackets denote averages. The lowering is $D=\mu-V_{\rm eff}$. Below threshold,

$$
I_i=I_0\,e^{(V_g-V_i)/a},\qquad a=n\,v_T ,
$$

with ideality factor $n$ and thermal voltage $v_T=k_BT$. Thus $I_0$ is the current at which the extended exponential reaches $V_g=V_i$. With $\sigma=s/a$, this law gives

$$
D_0=\frac{s^2}{2a},\qquad \big\langle e^{-kv/a}\big\rangle=e^{k^2\sigma^2/2}.
$$

Weighted by current, the thresholds are Gaussian with centre $\mu-s^2/a$ and standard deviation $s$. $\Phi$ is the cumulative distribution function of a Gaussian with mean 0 and standard deviation 1. The swing of one strip is $a\ln 10$ per decade.

The smooth law, which includes turn-on, is

$$
I=I_0\,L(u),\qquad L(u)=\ln^2\!\left(1+e^{u/2}\right),\qquad u=\frac{V_g-V_i}{a}.
$$

With $u_0=(V_g-\mu)/a$, turn-on reduces the lowering well below threshold to

$$
D\simeq\frac{s^2}{2a}-a\,e^{u_0/2}\left(e^{5\sigma^2/8}-e^{\sigma^2/4}\right).
$$

The example is a silicon multi-fin transistor with a titanium nitride gate at 300 K: $n=1.10$, $\mu=0.35$ V, $s=25$ mV, 100 fins, gate length 20 nm, $v_T=25.85$ mV, $a=28.44$ mV, $\sigma=0.879$ and $D_0=10.99$ mV.

### Near and above threshold

For a small spread, the lowering can be found for any smooth current law. Let primes denote derivatives with respect to $V_g$. Since $I$ depends on $V_g-V_i$, a deviation $v$ acts like a change $-v$ of gate voltage. The linear term averages to zero, so

$$
\langle I\rangle\simeq I+\tfrac12s^2I'',\qquad I(V_g,\mu-D)\simeq I+D\,I',
$$

and therefore $D\simeq s^2I''/(2I')$. The exponential has $I''/I'=1/a$ and returns $D_0$.

At $V_g=\mu$, write $y=u/2$ and $f=\ln(1+e^y)$, so that $L=f^2$. Then $dL/du=f\,df/dy$ and $d^2L/du^2=\tfrac12[(df/dy)^2+f\,d^2f/dy^2]$. At $y=0$ the values are $f=\ln2$, $df/dy=1/2$ and $d^2f/dy^2=1/4$. The ratio of second to first derivative is $0.2116/0.3466=0.61$. The small-spread estimate is thus $0.61D_0=6.7$ mV. Numerical averaging with the actual spread gives 6.3 mV.

Far above threshold, $\ln(1+e^{u/2})$ approaches $u/2$, and the smooth law becomes proportional to $(V_g-V_i)^2$. Let $O=V_g-\mu$ be the mean overdrive. If practically all strips are far above threshold,

$$
\langle(O-v)^2\rangle=O^2-2O\langle v\rangle+\langle v^2\rangle=O^2+s^2 .
$$

The equivalent strip satisfies $(O+D)^2=O^2+s^2$, and the root with positive overdrive gives

$$
D=\sqrt{O^2+s^2}-O\simeq\frac{s^2}{2O}.
$$

The overdrive has taken the place of $a$. At $V_g=0.80$ V, $O=450$ mV and $D=0.69$ mV; the smooth law gives 0.70 mV. A short device whose current grows more nearly linearly with overdrive has a smaller $I''/I'$, and hence a smaller lowering.

One threshold therefore cannot represent the mean current in both states. A model that uses $\mu-11$ mV for leakage and keeps that value at full drive places the threshold about 10 mV too low there, relative to the smooth law.

### A finite number of strips

One device contains $N$ particular strips. Assume that their thresholds are independent, and compare the actual current with the ensemble mean:

$$
1+\varepsilon=\frac1N\sum_{i=1}^{N}\frac{e^{-v_i/a}}{e^{\sigma^2/2}} .
$$

Each term has mean 1. Its mean square is $e^{2\sigma^2}/e^{\sigma^2}=e^{\sigma^2}$, from the Gaussian average with $k=2$. Its variance is thus $e^{\sigma^2}-1$. Variances of independent terms add, and the prefactor $1/N$ enters squared:

$$
\langle\varepsilon\rangle=0,\qquad
\langle\varepsilon^2\rangle=\frac{e^{\sigma^2}-1}{N}.
$$

The lowering of this device, measured from the population mean $\mu$, is

$$
D=D_0+a\ln(1+\varepsilon)\simeq D_0+a\left(\varepsilon-\tfrac12\varepsilon^2\right).
$$

To leading order in $1/N$, its standard deviation and its mean are

$$
\Delta D=a\sqrt{\frac{e^{\sigma^2}-1}{N}},\qquad
\langle D\rangle=D_0-\frac{a\,(e^{\sigma^2}-1)}{2N}.
$$

For 100 fins, $(e^{0.773}-1)/100=0.0117$. The scatter is $28.44\ {\rm mV}\times0.108=3.1$ mV, and the mean lowering is smaller than $D_0$ by 0.17 mV. Random sampling of 100-fin devices gives 3.05 mV and 0.16 mV.

The averages of current and of threshold must be kept apart. The mean current of many devices contains the full factor $e^{\sigma^2/2}$ at any $N$. The mean of their individual equivalent thresholds does not. In the extreme case $N=1$, the equivalent threshold is $V_1$ itself and its mean is $\mu$. The leading-order scatter equals $D_0$ at about 8 fins in this example, so for such small devices the formula describes the mean leakage of a population but not a typical device.

Thresholds in one device may also share a common deviation $c$, for instance from a gate layer that varies slowly across the wafer. Write $v_i=c+w_i$, with independent Gaussian $w_i$ of standard deviation $s_w$. The factor $e^{-c/a}$ is common to all strips and comes out of the sum, so for large $N$

$$
D=-c+\frac{s_w^2}{2a}.
$$

Only the variation within the device contributes to the systematic lowering. If one fifth of the total variance is common, the systematic part falls from 11.0 to 8.8 mV, while the common part scatters whole devices.

### A distribution that is not Gaussian

Define the cumulants $\kappa_j$ of the threshold by $\ln\langle e^{tV}\rangle=\sum_j\kappa_jt^j/j!$. Here $\kappa_1=\mu$, $\kappa_2=s^2$, and $\kappa_3$ is the mean cubed deviation. For the exponential law, $V_{\rm eff}=-a\ln\langle e^{-V/a}\rangle$. Setting $t=-1/a$ gives

$$
V_{\rm eff}=\mu-\frac{s^2}{2a}+\frac{\kappa_3}{6a^2}-\frac{\kappa_4}{24a^3}+\dots
$$

A longer tail toward low thresholds has $\kappa_3<0$ and increases the lowering at this order.

As a simple grain model, let $K=16$ equal grains cover each fin. Each grain independently has the lower of two work functions with probability $p=0.4$, and the fin threshold follows their plain average. With contrast $\Delta$, each low grain lowers the threshold by $\Delta/K$. The variable that is 1 for a low grain and 0 otherwise has variance $q=p(1-p)=0.24$, third cumulant $q(1-2p)$ and fourth cumulant $q(1-6q)$. Cumulants of independent contributions add, and the $j$th scales with the $j$th power of the step $-\Delta/K$:

$$
s^2=\frac{q\Delta^2}{K},\qquad
\kappa_3=-\frac{q(1-2p)\Delta^3}{K^2},\qquad
\kappa_4=\frac{q(1-6q)\Delta^4}{K^3}.
$$

The contrast that reproduces $s=25$ mV is $\Delta=25\ {\rm mV}\times\sqrt{16/0.24}=204$ mV, or 0.204 eV in work function. The third cumulant adds 0.33 mV to the lowering and the fourth removes 0.08 mV, giving 11.24 mV. The explicit sum over the number of low grains gives 11.23 mV. In this model the Gaussian approximation is thus in error by about 2% of the lowering. The plain average requires grains small enough for the channel potential to smooth out their differences. Otherwise a contrast of 0.2 eV, about $7a$, makes the current favour certain paths among the grains, and neither the relation between $\Delta$ and $s$ nor the 2% applies. Sixteen grains on a gate 20 nm long and roughly 80 nm around the fin are about 10 nm across, half the gate length, so the example should not be assumed to meet this condition. Favoured paths within a fin can then lower its threshold below the plain average by more than $D$; that shift belongs to $\mu$ and is not part of the lowering derived here.

### Spread of the ideality factor

Let the ideality factor of a strip be $n(1+\eta)$, where $\eta$ is independent of the threshold and has mean zero and a small standard deviation $h$. The exponent $u$ becomes $u/(1+\eta)\simeq u(1-\eta+\eta^2)$. Expanding the exponential to second order in $\eta$ and averaging gives

$$
\big\langle e^{u/(1+\eta)}\big\rangle_\eta\simeq e^u\left[1+h^2\left(u+\tfrac12u^2\right)\right].
$$

The remaining average over thresholds carries the weight $e^u$, so $u$ has the current-weighted mean $\bar u=u_0+\sigma^2$ and variance $\sigma^2$. The lowering increases by

$$
\delta D\simeq a\,h^2\left[\bar u+\tfrac12(\bar u^2+\sigma^2)\right].
$$

For $h=0.02$ and $V_g$ 200 mV below $\mu$, $\bar u=-6.26$ and $\delta D=0.16$ mV. Numerical averaging of the exponential law gives a total of 11.15 mV, in agreement. At $V_g=0$, $\bar u=-11.5$ and the same formula gives about 0.6 mV. This correction grows with distance below threshold, unlike the turn-on correction. Its value belongs to the threshold convention of Part 1, in which the extended exponentials of all strips reach the same current $I_0$ at $V_g=V_i$.

Independence is a strong assumption. In short fins, the ideality factor and the threshold both depend on the fin width and the gate length, so they can be correlated. If $\eta$ and $v$ have the correlation coefficient $r$, the first-order term $-u\eta$ no longer averages to zero. Weighted by current, $\eta$ has the mean $-rh\sigma$ and the covariance $-rh\sigma$ with $u$, so the lowering changes by a further

$$
a\,r\,h\,\sigma\,(\bar u+1).
$$

For $r=-0.5$ and $V_g=0$ this is 2.6 mV, much more than the second-order term.

### Temperature and tunnelling

At 85 °C, or 358 K, with $\mu$, $s$ and $n$ held fixed, $D_0$ falls in proportion to $1/T$ to 9.2 mV. The smooth law at $V_g=0$ also gives 9.2 mV.

Electrons can also tunnel through the top of the source-to-drain barrier. Approximate the barrier by a parabola of height $U$ that falls to zero at the ends of the gate length $\ell$. With $z$ measured from its centre, it is $U(1-4z^2/\ell^2)$. Comparison of the quadratic term with $\tfrac12m_t\omega^2z^2$ gives $\omega=(2/\ell)\sqrt{2U/m_t}$, where $m_t$ is the transport mass. For energy $E$ relative to the top, the transmission of an unbounded parabolic barrier, which neglects reflection at the ends of the gate, is $1/(1+e^{-2\pi E/\omega})$. Weighted with the thermal factor and divided by the classical current, it gives

$$
R=\int_{-\infty}^{\infty}\frac{dE}{v_T}\,\frac{e^{-E/v_T}}{1+e^{-2\pi E/\omega}}
=\frac{\theta}{\sin\theta},\qquad \theta=\frac{\omega}{2v_T}<\pi .
$$

The substitution $r=e^{-2\pi E/\omega}$ turns the integral into $(\theta/\pi)\int_0^\infty r^{\theta/\pi-1}(1+r)^{-1}dr$, and this standard integral equals $\pi/\sin\theta$. Extending the range to $-\infty$ is justified when the contribution from far below the top is negligible.

For $U=0.40$ eV, $m_t=0.2$ and $\ell=20$ nm, $\theta=1.07$ and $R=1.22$. This mass is close to the light transverse mass of silicon; electrons in valleys with a heavier mass along the channel tunnel less. Most of this 22% increase is common to all fins and belongs in $I_0$. The threshold lowering changes because a fin with higher threshold has a higher barrier, $U+v/n$, and at fixed length a larger $R$. Since $\theta\propto\sqrt U$,

$$
g=\frac{d\ln R}{dv}=\frac{1-\theta\cot\theta}{2nU}=0.47\ {\rm V}^{-1}.
$$

The current then varies as $e^{-v(1/a-g)}$ to first order, and the lowering is $\tfrac12s^2(1/a-g)=10.84$ mV. Numerical averaging of $e^{-v/a}\,\theta/\sin\theta$ gives the same value. The correction is about 1%; its precise size depends on the shape of the barrier away from the top.

### The model beside a real transistor

The example is meant to lie in the regime of silicon multi-fin transistors with titanium nitride gates. A threshold spread of tens of millivolts, an ideality factor slightly above 1 and a grain contrast near 0.2 eV are rough typical values, not data for a particular process. The plain average over grains and the parabolic barrier are models. Among the corrections to the systematic lowering sized here for the off state at room temperature, two reach a few millivolts for the values assumed. Common variation that makes up one fifth of the variance removes 2.2 mV, and a correlation of $-0.5$ between ideality factor and threshold adds 2.6 mV at $V_g=0$. Real devices can also have leakage paths that the gate does not control. Such current must be subtracted before an equivalent threshold is extracted.

### Use in a calculation

If $\mu$ and $s$ come from individual strips, use $\mu-s^2/(2a)$ for the subthreshold current of a device with many strips, which means $N\gg e^{\sigma^2}$. The scatter $\Delta D$ of single devices about this value is smaller than $D_0$ only if also $N>4(e^{\sigma^2}-1)/\sigma^4$, which is the stronger condition when $\sigma$ is small. If a threshold has been extracted from the leakage of such a device, add $s^2/(2a)$ to estimate the mean of its strips. For a single device with 100 fins, as in the example, this estimate has a standard deviation of about 1.7 mV. In both rules $s$ is the spread within one device, without any deviation common to all its strips. The spread must be known well: for small errors, the relative error of $D_0$ is twice that of $s$ minus that of $a$.

A direct numerical average must cover the strips that carry the current. If the integration is cut off at $v=-bs$, the missing share of current is $\Phi(-(b-\sigma))$, because the current-weighted centre lies $\sigma$ standard deviations below the mean. For $b=3$ in the example this is 1.7%, although only 0.13% of the strips are omitted. The values computed by the program are in the numerical output below.

## Computed values

```
Temperature: 300 K
Ideality factor n: 1.10
Mean threshold mu: 0.35 V
Threshold spread s: 25.0 mV
Number of fins: 100
Gate length: 20 nm
Thermal voltage vT: 25.85 mV
a = n vT: 28.44 mV
sigma = s/a: 0.8791
Formula lowering s^2/(2a): 10.989 mV
Same as gate work function change: 0.01099 eV
Formula current factor exp(sigma^2/2): 1.4717
Smooth law current factor, Vg = 0: 1.4698
Smooth law lowering, Vg = 0: 10.965 mV
Single-fin swing a ln10: 65.48 mV/decade
Swing of mean current, Vg = 0: 65.59 mV/decade
Current-weighted threshold minus mu: -21.94 mV
Current-weighted threshold spread: 24.99 mV
Fins with Vt below mu - s^2/a: 19.0 %
Current carried by those fins: 49.9 %
Turn-on loss formula, Vg = 0: 0.0246 mV
Turn-on loss computed, Vg = 0: 0.0246 mV
Gate voltage 200 mV below mu: 0.15 V
Lowering there: 10.662 mV
Turn-on loss formula there: 0.344 mV
Lowering at Vg = mu: 6.336 mV
Drive gate voltage: 0.80 V
Lowering at drive voltage: 0.696 mV
Quadratic-law lowering there: 0.694 mV
Device scatter, formula: 3.07 mV
Device scatter, sampled: 3.05 mV
Finite-number loss, formula: 0.166 mV
Finite-number loss, sampled: 0.164 mV
Fin count where scatter formula = lowering: 7.8
Grains per fin: 16
Low work function grain probability: 0.4
Grain work function contrast: 0.204 eV
Lowering with two-valued grains: 11.231 mV
Cumulant series to fourth order: 11.237 mV
Relative spread of n: 2 %
Lowering with it, exponential law, Vg = mu - 200 mV: 11.145 mV
Hot temperature: 358.15 K
Formula lowering when hot: 9.205 mV
Smooth law lowering when hot, Vg = 0: 9.155 mV
Barrier height for tunnelling: 0.40 eV
Transport mass: 0.2 electron masses
Tunnelling enhancement of current: 1.219
Lowering with tunnelling: 10.844 mV
```
